# Stochastic reconfiguration as projected imaginary-time evolution, solved in sample space: verification in Python

```python
"""
Result under test: stochastic reconfiguration (SR) is imaginary-time evolution
projected on the tangent space of a variational wave function, and its update
    theta_dot = -(X^T X + lam I)^(-1) X^T eps      (parameter space, P x P)
equals
    theta_dot = -X^T (X X^T + lam I)^(-1) eps      (sample space, 2N x 2N).
X   : centred logarithmic derivatives of psi, times the square root of the
      weight of each configuration; real parts stacked above imaginary parts
eps : centred local energies, weighted and stacked in the same way
lam : regularization; P : number of real parameters; N : number of samples
Model: periodic transverse-field Ising chain, energies in J, time in 1/J.
Ansatz: ln psi(s) = sum_j (alpha_j + i beta_j) ln cosh(b_j + W_j . s).
"""
import time
import numpy as np
from scipy.linalg import solve

rng = np.random.default_rng(7)
n_sites, coupling, field = 8, 1.0, 1.0
dim = 2 ** n_sites
labels = np.arange(dim)
spins = 1.0 - 2.0 * ((labels[:, None] >> np.arange(n_sites)) & 1)

hamiltonian = np.diag(-coupling * np.sum(spins * np.roll(spins, 1, axis=1), axis=1))
for site in range(n_sites):
    hamiltonian[labels, labels ^ (1 << site)] -= field
levels, eigenvectors = np.linalg.eigh(hamiltonian)


def random_parameters(hidden):
    scale = 0.7 / np.sqrt(hidden)
    return np.concatenate([0.5 * rng.normal(size=hidden * n_sites),
                           0.5 * rng.normal(size=hidden),
                           scale * rng.normal(size=2 * hidden)])


def unpack(theta):
    hidden = len(theta) // (n_sites + 3)
    weights = theta[:hidden * n_sites].reshape(hidden, n_sites)
    bias, alpha, beta = theta[hidden * n_sites:].reshape(3, hidden)
    return weights, bias, alpha + 1j * beta


def log_psi(theta):
    weights, bias, readout = unpack(theta)
    return np.log(np.cosh(spins @ weights.T + bias)) @ readout


def log_derivatives(theta, configs):
    weights, bias, readout = unpack(theta)
    u = configs @ weights.T + bias
    slope = np.tanh(u) * readout
    feature = np.log(np.cosh(u))
    d_weights = (slope[:, :, None] * configs[:, None, :]).reshape(len(configs), -1)
    return np.hstack([d_weights, slope, feature, 1j * feature])


def normalized_psi(theta):
    log_amplitude = log_psi(theta)
    psi = np.exp(log_amplitude - log_amplitude.real.max())
    return psi / np.linalg.norm(psi)


def energy(theta):
    psi = normalized_psi(theta)
    return np.vdot(psi, hamiltonian @ psi).real


def draw(theta, count):
    probability = np.abs(normalized_psi(theta)) ** 2
    return rng.choice(dim, size=count, p=probability / probability.sum())


def build_system(theta, sample=None):
    """Full weighted sum if sample is None, otherwise a sample average."""
    psi = normalized_psi(theta)
    local_energy = (hamiltonian @ psi) / psi
    if sample is None:
        rows, weight = labels, np.abs(psi) ** 2
    else:
        rows, weight = sample, np.full(len(sample), 1.0 / len(sample))
    derivs = log_derivatives(theta, spins[rows])
    derivs = (derivs - weight @ derivs) * np.sqrt(weight)[:, None]
    eps = local_energy[rows]
    eps = (eps - weight @ eps) * np.sqrt(weight)
    return np.vstack([derivs.real, derivs.imag]), np.concatenate([eps.real, eps.imag])


def parameter_solve(X, eps, lam):
    return -solve(X.T @ X + lam * np.eye(X.shape[1]), X.T @ eps, assume_a="pos")


def sample_solve(X, eps, lam):
    return -X.T @ solve(X @ X.T + lam * np.eye(X.shape[0]), eps, assume_a="pos")


def relative(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


# ---------- projection, with exact averages ----------
theta0 = random_parameters(6)
n_par = len(theta0)
lam = 1e-3
X, eps = build_system(theta0)
S, F = X.T @ X, X.T @ eps
psi0 = normalized_psi(theta0)
energy0 = energy(theta0)
h_psi = hamiltonian @ psi0
variance = np.vdot(h_psi, h_psi).real - energy0 ** 2
assert abs(eps @ eps - variance) < 1e-9 * variance

step = 1e-5
shifts = step * np.eye(n_par)
numeric_logs = np.array([(log_psi(theta0 + d) - log_psi(theta0 - d)) / (2 * step)
                         for d in shifts]).T
assert np.max(np.abs(numeric_logs - log_derivatives(theta0, spins))) < 1e-7
numeric_gradient = np.array([(energy(theta0 + d) - energy(theta0 - d)) / (2 * step)
                             for d in shifts])
assert relative(2 * F, numeric_gradient) < 1e-6

# Direct Hilbert-space projection: tangent vectors by finite differences, with
# psi and i psi added so that norm and phase are free.
tangents = np.array([(normalized_psi(theta0 + d) - normalized_psi(theta0 - d)) / (2 * step)
                     for d in shifts]).T
columns = np.column_stack([tangents, psi0, 1j * psi0])
real_columns = np.vstack([columns.real, columns.imag])
target = -np.concatenate([h_psi.real, h_psi.imag])
coefficients = np.linalg.lstsq(real_columns, target, rcond=1e-13)[0]
direct_residual = np.sum((real_columns @ coefficients - target) ** 2)
theta_dot = -np.linalg.solve(S, F)
captured = -F @ theta_dot
assert abs(direct_residual - (variance - captured)) < 1e-6 * variance
assert relative(X @ theta_dot, X @ coefficients[:n_par]) < 1e-5

# Finite-step distance to exact imaginary-time evolution, for two directions.
theta_dot_reg = parameter_solve(X, eps, lam)


def evolved(tau):
    return eigenvectors @ (np.exp(-tau * (levels - levels[0])) * (eigenvectors.T @ psi0))


def infidelity(a, b):
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    return np.linalg.norm(b - a * np.vdot(a, b)) ** 2


distance_values = []
for direction in (theta_dot_reg, rng.normal(size=n_par)):
    measured = np.mean([infidelity(normalized_psi(theta0 + d * direction), evolved(d))
                        for d in (step, -step)]) / step ** 2
    predicted = np.sum((X @ direction + eps) ** 2)
    assert abs(measured / predicted - 1) < 1e-3
    distance_values.append((measured, predicted))

# Energy slopes and damping of each singular direction.
slope_reg = 2 * F @ theta_dot_reg
slope_measured = (energy(theta0 + step * theta_dot_reg)
                  - energy(theta0 - step * theta_dot_reg)) / (2 * step)
assert abs(slope_measured / slope_reg - 1) < 1e-4 and slope_reg < 0


def exact_energy(tau):
    state = evolved(tau)
    return np.vdot(state, hamiltonian @ state).real / np.vdot(state, state).real


exact_slope = (exact_energy(step) - exact_energy(-step)) / (2 * step)
assert abs(exact_slope / (-2 * variance) - 1) < 1e-5
left, sigma, _ = np.linalg.svd(X, full_matrices=False)
damped = -sigma ** 2 / (sigma ** 2 + lam) * (left.T @ eps)
assert np.linalg.norm(left.T @ (X @ theta_dot_reg) - damped) < 1e-8 * np.sqrt(variance)

print(f"Chain: {n_sites} spins, J = {coupling}, h = {field}, {dim} configurations")
print(f"Ground-state energy (diagonalization): {levels[0]:.6f} J")
print(f"Small network: P = {n_par}, lambda = {lam:g}")
print(f"Starting energy: {energy0:.6f} J; variance: {variance:.6f} J^2")
print(f"Captured variance, lambda = 0: {captured:.6f} J^2")
print(f"Captured fraction, lambda = 0: {captured / variance:.6f}")
print(f"Eigenvalues of S: {sigma[-1]**2:.3e} to {sigma[0]**2:.3e}")
print(f"Energy slope, exact flow: {exact_slope:.5f} J^2")
print(f"Energy slope, projected, lambda = 0: {-2 * captured:.5f} J^2")
print(f"Energy slope, projected, regularized: {slope_reg:.5f} J^2")
print("Infidelity/step^2 (J^2), measured and predicted:")
for name, pair in zip(("SR direction", "random direction"), distance_values):
    print(f"  {name}: {pair[0]:.5f}, {pair[1]:.5f}")

# ---------- projected flow in time, fourth-order Runge-Kutta ----------


def velocity(theta):
    return parameter_solve(*build_system(theta), lam)


dt, n_steps = 0.005, 400
theta = theta0.copy()
history = [energy0]
for _ in range(n_steps):
    k1 = velocity(theta)
    k2 = velocity(theta + dt / 2 * k1)
    k3 = velocity(theta + dt / 2 * k2)
    k4 = velocity(theta + dt * k3)
    theta = theta + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    history.append(energy(theta))
assert np.max(np.diff(history)) < 1e-8
assert min(history) > levels[0] - 1e-10
print(f"Time step of projected flow: {dt} 1/J")
print("tau (1/J), projected energy (J), exact-flow energy (J):")
for index in (0, 20, 50, 100, 200, 400):
    print(f"  {index * dt:.2f}  {history[index]:.5f}  {exact_energy(index * dt):.5f}")

# ---------- sampled updates judged in the full space ----------
reference = X @ theta_dot_reg
replicas = 20
table = []
for count in (20, 200, 2000, 20000):
    values = []
    for _ in range(replicas):
        Xs, es = build_system(theta0, draw(theta0, count))
        solver = sample_solve if 2 * count < n_par else parameter_solve
        update = solver(Xs, es, lam)
        values.append([np.sum((Xs @ update + es) ** 2) / (es @ es),
                       np.sum((X @ update + eps) ** 2) / variance,
                       relative(X @ update, reference)])
    table.append(np.mean(values, axis=0))
table = np.array(table)
assert table[0, 0] < table[0, 1]
assert table[1, 2] > table[2, 2] > table[3, 2]
assert table[3, 2] < 0.1
print(f"Sampled updates, means of {replicas} sample sets:")
print("N, in-sample residual, full residual, velocity error (fractions):")
for count, row in zip((20, 200, 2000, 20000), table):
    print(f"  {count}  {row[0]:.4f}  {row[1]:.4f}  {row[2]:.4f}")

# ---------- push-through identity with more parameters than samples ----------
theta_big = random_parameters(100)
n_big, n_samples = len(theta_big), 80
sample = draw(theta_big, n_samples)
Xb, eb = build_system(theta_big, sample)
by_parameters = parameter_solve(Xb, eb, lam)
by_samples = sample_solve(Xb, eb, lam)
augmented = np.vstack([Xb, np.sqrt(lam) * np.eye(n_big)])
by_least_squares = -np.linalg.lstsq(augmented, np.concatenate([eb, np.zeros(n_big)]),
                                    rcond=None)[0]
difference = relative(by_samples, by_parameters)
assert difference < 1e-8
assert relative(by_samples, by_least_squares) < 1e-8


def best_time(solver):
    times = []
    for _ in range(5):
        start = time.perf_counter()
        solver(Xb, eb, lam)
        times.append(time.perf_counter() - start)
    return min(times)


time_parameters, time_samples = best_time(parameter_solve), best_time(sample_solve)
assert time_samples < time_parameters

# Limit of vanishing regularization: singular sample matrix, least-norm update.
gram = Xb @ Xb.T
values, vectors = np.linalg.eigh(gram)
keep = values > 1e-11 * values[-1]
distinct = len(np.unique(sample))
assert keep.sum() == 2 * (distinct - 1)
for block in (0, 1):
    constant = np.zeros(2 * n_samples)
    constant[block * n_samples:(block + 1) * n_samples] = 1.0
    assert np.linalg.norm(gram @ constant) < 1e-10 * values[-1]
least_norm = -Xb.T @ (vectors[:, keep] @ ((vectors[:, keep].T @ eb) / values[keep]))
by_svd = -np.linalg.lstsq(Xb, eb, rcond=3e-6)[0]
assert relative(least_norm, by_svd) < 1e-5
interpolation = np.linalg.norm(Xb @ least_norm + eb) / np.linalg.norm(eb)
assert interpolation < 1e-6
tiny_lam = [relative(sample_solve(Xb, eb, x), least_norm) for x in (1e-4, 1e-6, 1e-8)]
assert tiny_lam[0] > tiny_lam[1] > tiny_lam[2]

print(f"Large network: P = {n_big}, N = {n_samples}, matrix sizes {n_big} and {2*n_samples}")
print(f"Relative difference of the two solves: {difference:.1e}")
print(f"Parameter-space time: {1e3 * time_parameters:.2f} ms")
print(f"Sample-space time: {1e3 * time_samples:.2f} ms")
print(f"Distinct configurations: {distinct}; rank of X X^T: {keep.sum()}")
print(f"Relative in-sample residual, least-norm update: {interpolation:.1e}")
print("Distance to least-norm update, lambda = 1e-4, 1e-6, 1e-8:")
print("  " + ", ".join(f"{x:.2e}" for x in tiny_lam))

# ---------- sampled optimization by the sample-space solve alone ----------
lam_run, dt_run, steps_run = 1e-2, 0.02, 150
theta = theta_big.copy()
run_energies = [energy(theta)]
for _ in range(steps_run):
    theta = theta + dt_run * sample_solve(*build_system(theta, draw(theta, n_samples)), lam_run)
    run_energies.append(energy(theta))
assert run_energies[-1] - levels[0] < 0.5 * (run_energies[0] - levels[0])
assert min(run_energies) > levels[0] - 1e-10
print(f"Sampled run: lambda = {lam_run}, step = {dt_run} 1/J, N = {n_samples}")
print("step number, energy by full sum (J):")
for index in (0, 25, 50, 100, 150):
    print(f"  {index}  {run_energies[index]:.5f}")
print(f"Final energy above ground state: {run_energies[-1] - levels[0]:.5f} J")
print("finished without a failed check")
```

It prints:

```
Chain: 8 spins, J = 1.0, h = 1.0, 256 configurations
Ground-state energy (diagonalization): -10.251662 J
Small network: P = 66, lambda = 0.001
Starting energy: -7.599567 J; variance: 8.562716 J^2
Captured variance, lambda = 0: 6.244640 J^2
Captured fraction, lambda = 0: 0.729283
Eigenvalues of S: 4.855e-06 to 9.641e-01
Energy slope, exact flow: -17.12543 J^2
Energy slope, projected, lambda = 0: -12.48928 J^2
Energy slope, projected, regularized: -11.64036 J^2
Infidelity/step^2 (J^2), measured and predicted:
  SR direction: 2.48355, 2.48355
  random direction: 17.09630, 17.09630
Time step of projected flow: 0.005 1/J
tau (1/J), projected energy (J), exact-flow energy (J):
  0.00  -7.59957  -7.59957
  0.10  -8.64635  -8.85010
  0.25  -9.52764  -9.64948
  0.50  -10.02884  -10.04015
  1.00  -10.20796  -10.20886
  2.00  -10.24658  -10.24874
Sampled updates, means of 20 sample sets:
N, in-sample residual, full residual, velocity error (fractions):
  20  0.0137  1.5658  1.3546
  200  0.2541  0.3279  0.2360
  2000  0.2856  0.2935  0.0678
  20000  0.2912  0.2904  0.0219
Large network: P = 1100, N = 80, matrix sizes 1100 and 160
Relative difference of the two solves: 5.3e-13
Parameter-space time: 79.77 ms
Sample-space time: 4.01 ms
Distinct configurations: 70; rank of X X^T: 138
Relative in-sample residual, least-norm update: 2.1e-14
Distance to least-norm update, lambda = 1e-4, 1e-6, 1e-8:
  1.81e-02, 1.88e-04, 1.88e-06
Sampled run: lambda = 0.01, step = 0.02 1/J, N = 80
step number, energy by full sum (J):
  0  -6.69865
  25  -10.07464
  50  -10.21266
  100  -10.23873
  150  -10.24262
Final energy above ground state: 0.00904 J
finished without a failed check
```
